Statistical uncertainty of Gilbert damping from eleven resonance linewidths

Suppose you need to know how fast the precession of a magnetic film dies away after a pulse. In a uniform film, the amplitude of small circular precession at angular frequency ω falls by a factor e in the ring-down time 1/(αω), where α is the Gilbert damping. You have a value of α from eleven resonance linewidths and must decide whether it is good enough to use, and with how many digits. The relative error of α passes directly into the ring-down time, so the decision hangs on the uncertainty of a fitted slope.

The widths are taken at 5, 7, 9, ..., 25 GHz. Each is a full width at half maximum of the absorption line, measured by sweeping the magnetic field at fixed frequency. Each has an independent, unbiased error with standard deviation s = 0.1 mT. The g factor is 2. The answer is a standard uncertainty of 6.7 × 10⁻⁵ in α, provided that the frequency-independent part of the width is fitted along with the slope.

**Back of the envelope**

Damping gives the line a width proportional to frequency. Imperfections of the film spread the local resonance fields. If this spread is Lorentzian and the same at all frequencies, it adds a constant W0:

W(f) = W0 + 2αf/G, with G = gμ_B/h = 27.992 GHz/T.

Here μ_B is the Bohr magneton and h is Planck's constant. The slope is b = 2α/G, so

α = Gb/2.

For a quick estimate of the error of b, leave out the middle point and average the five lowest and the five highest widths. The two groups have mean frequencies of 9 and 21 GHz, 12 GHz apart. Each average has error s/√5, and the difference of two independent averages has error s√(2/5) = 0.063 mT. The slope error is therefore

0.063 mT / 12 GHz = 0.0053 mT/GHz.

Since G/2 = 0.0140 GHz/mT, the error of α is 0.0053 × 0.0140 = 7.4 × 10⁻⁵. What remains is to justify the width formula and to find what the best straight line does with the same data.

**Why the width is 2αf/G**

Let m be the unit vector along the magnetization, B the effective magnetic field and γ = 2πG the positive gyromagnetic ratio. The Landau-Lifshitz-Gilbert equation is

dm/dt = −γ m × B + α m × dm/dt.

Take a film magnetized along its normal, the z axis, by an applied field B_a. The demagnetizing field lowers the static field inside to B_i = B_a − μ0Ms, where Ms is the saturation magnetization. A weak microwave field has components b_x and b_y. To first order in small quantities, m = (m_x, m_y, 1), and the two cross products give

dm_x/dt = −γB_i m_y + γb_y − α dm_y/dt

dm_y/dt = γB_i m_x − γb_x + α dm_x/dt.

Add i times the second equation to the first, and write m₊ = m_x + i m_y and b₊ = b_x + i b_y:

dm₊/dt = iγB_i m₊ − iγb₊ + iα dm₊/dt.

For a rotating drive b₊ ∝ exp(iωt), the derivative becomes a factor iω, and the last term becomes −αω m₊. Collecting the terms in m₊ and dividing by i gives

(ω − iαω − γB_i) m₊ = −γb₊,

m₊/b₊ = γ / (γB_i − ω + iαω).

The absorbed power is proportional to −ω Im(m₊/b₊), which is

γαω² / [(γB_i − ω)² + α²ω²].

At fixed ω this is a Lorentzian in the field. It falls to half its maximum where |γB_i − ω| = αω, so the two half-maximum points are 2αω/γ apart. Because ω/γ = f/G, the full width is 2αf/G. A linearly polarized drive also contains a field rotating the other way, but its response is far from resonance and negligible for small α.

The same width holds to leading order in α for a film magnetized in its plane, though the precession is then elliptical. The stiffness fields for the two transverse directions are B₁ = B_a and B₂ = B_a + μ0Ms. The determinant of the two equations of motion is

(γB₁ + iαω)(γB₂ + iαω) − ω² ≈ γ²B₁B₂ − ω² + iαωγ(B₁ + B₂),

with a term in α² dropped. A small field change δB changes the real part by γ²(B₁ + B₂)δB. At half maximum this equals the imaginary part in size:

γ²(B₁ + B₂)|δB| = αωγ(B₁ + B₂), hence |δB| = αω/γ.

The sum B₁ + B₂ has cancelled, and with it the effect of ellipticity. For α = 3 × 10⁻⁴, μ0Ms = 180 mT and f = 15 GHz, the formula gives 0.3215 mT. Locating the half-maximum points numerically from the linearized equation of motion gives the same value in both geometries.

**The error of the fitted slope**

Measure frequencies from their mean f̄ = 15 GHz by writing x_i = f_i − f̄, so that Σx_i = 0. The line is W = c + bx. Least squares minimizes Σ(W_i − c − bx_i)². Setting the derivative with respect to c to zero gives c = W̄, the mean width. Setting the derivative with respect to b to zero gives

Σx_i(W_i − c − bx_i) = 0.

The term in c vanishes because Σx_i = 0, so

b = Σx_iW_i / S, with S = Σx_i².

The slope is a weighted sum of the widths with weights x_i/S. Independent errors add in square:

var(b) = Σ(x_i/S)² s² = s²S/S² = s²/S.

The uncertainty of α follows from α = Gb/2:

σ_α = (G/2) s/√S.

Here S = 2(2² + 4² + 6² + 8² + 10²) = 440 GHz², and √S = 20.976 GHz. The slope error is 0.1/20.976 = 0.00477 mT/GHz, and

σ_α = 0.0140 GHz/mT × 0.00477 mT/GHz = 6.67 × 10⁻⁵.

The value of α does not appear in this formula. At the same s, a film with α = 0.01 would be known to 0.7 %, while one with α = 10⁻⁴ would scarcely be distinguished from an undamped film.

**How the number depends on the measurement plan**

For N equally spaced frequencies over a span F, the spacing is F/(N − 1). Number the points k = 0, ..., N − 1. The sum of squared distances from the middle, in units of the spacing, is

Σk² − N[(N − 1)/2]² = N(N − 1)(2N − 1)/6 − N(N − 1)²/4 = N(N − 1)(N + 1)/12.

Multiplying by the squared spacing gives S = F²N(N + 1)/[12(N − 1)], and therefore

σ_α = (Gs/2F) √{12(N − 1)/[N(N + 1)]}.

For F = 20 GHz the prefactor is 7.00 × 10⁻⁵, and for N = 11 the root is 0.9535. For two points the root is √2, as it must be for the difference of two independent errors. For three points it is again √2, because the middle point has x = 0 and no weight in the slope. For many points it tends to √(12/N). At fixed N and s, a wider span therefore lowers the error as 1/F, while more points at fixed span lower it in the end as 1/√N.

The points at the ends carry the most weight. Five widths at 5 GHz, five at 25 GHz and one at 15 GHz would give S = 10 × 10² = 1000 GHz². The uncertainty would fall to 6.67 × 10⁻⁵ × √(440/1000) = 4.4 × 10⁻⁵. The price is that a curved dependence of width on frequency would be tested at a single intermediate point.

**Comparison of the two estimates**

The grouped estimate, 7.4 × 10⁻⁵, is 11 % above the least-squares result. It gives equal weight to all points in a group, whereas least squares gives more weight to those farther from the middle. Both round to 7 × 10⁻⁵.

The formula was also compared with 200,000 simulated experiments with Gaussian errors. Their fitted α values had a standard deviation of 6.67 × 10⁻⁵, which agrees with the formula within the sampling error of about 0.16 % expected for so many trials. Of these values, 68.2 % lay within one σ_α of the true α and 95.0 % within 1.96 σ_α. For Gaussian errors of known s, the 95 % interval is thus ±1.31 × 10⁻⁴.

**An yttrium iron garnet film**

Thin films of yttrium iron garnet make the question pressing because their damping is so small. Take α = 3 × 10⁻⁴, W0 = 0.3 mT, μ0Ms = 180 mT and a thickness of 20 nm, all rough typical values for such a film at room temperature. With the field along the normal, resonance occurs at B_a = f/G + μ0Ms, which runs from 359 mT at 5 GHz to 1073 mT at 25 GHz. The model width rises from 0.407 to 0.836 mT.

The relative uncertainty of α is 6.67 × 10⁻⁵ / 3 × 10⁻⁴ = 22 %. The ring-down time at 15 GHz is 1/(αω) = 35 ns, with a first-order uncertainty of about 8 ns. Because the time goes as 1/α, the interval is lopsided: α ± σ_α gives 29 to 45 ns, and α ± 1.96 σ_α gives 25 to 63 ns. This is the decay of the local precession. The signal summed over the film fades sooner, because regions with different resonance fields drift out of step: for a Lorentzian spread of 0.3 mT it falls by a factor e in about 18 ns. One digit of α is justified. To know α to 5 % with the same frequencies, the error of each width must fall to 0.0225 mT. Averaging would need (0.1/0.0225)² ≈ 20 independent repetitions.

One simulated set of eleven widths, from 5 to 25 GHz, reads 0.611, 0.194, 0.535, 0.479, 0.533, 0.600, 0.462, 0.684, 0.664, 1.125 and 0.858 mT. Its slope is 0.02584 mT/GHz, so the fitted damping is 0.0140 × 0.02584 = 3.62 × 10⁻⁴. This is 0.9 σ_α too high. The set is noisier than most: its residuals about the fitted line give χ² ≈ 26.5 for 9 degrees of freedom, a value reached in only about 0.2 % of sets. Its largest error stands out: the width at 23 GHz is 1.125 mT instead of 0.793 mT, a deviation of 3.3 s. With Gaussian errors, a deviation at least this large is expected somewhere in about one set of eleven in a hundred. The weight of this point in the slope is 8/440 per GHz, so it alone raises α by 0.0140 × (8/440) × 0.332 = 8.5 × 10⁻⁵. The errors of the other points partly cancel this.

**What the intercept costs**

The fitted intercept is W0 = c − bf̄. The errors of c and b are uncorrelated, since their covariance is s²Σx_i/(NS) = 0. Hence

var(W0) = s²(1/N + f̄²/S),

which gives an uncertainty of 0.078 mT. A slope that comes out too high lowers the intercept through the term −bf̄. The simulated set follows this tendency: its W0 is 0.226 mT, below the true 0.3 mT.

If W0 were known beforehand, the slope would be b = Σf_i(W_i − W0)/Σf_i², with variance s²/Σf_i². Since Σf_i² = 2915 GHz², the uncertainty of α would drop to 2.6 × 10⁻⁵. This gain requires real knowledge of W0. Setting W0 = 0 when it is 0.3 mT shifts α by

(G/2) W0 Σf_i/Σf_i² = 0.0140 × 0.3 × 165/2915 = 2.4 × 10⁻⁴,

which is nearly as large as α itself.

There is a simple break-even point. If the assumed W0 has an independent standard error u, the variance of the slope becomes

s²/Σf_i² + u²(Σf_i)²/(Σf_i²)².

Insert for u² the variance that the free fit gives. Because Σf_i² = S + Nf̄², this variance is s²Σf_i²/(NS). With Σf_i = Nf̄, the sum becomes

(s²/Σf_i²)(1 + Nf̄²/S) = (s²/Σf_i²)(Σf_i²/S) = s²/S.

This is the variance of the free fit. Fixing W0 therefore pays when its value is known to better than 0.078 mT from another source.

**Which width carries the error**

Many spectrometers record the derivative of the absorption line, and the width read off is the distance between its two extrema. For a Lorentzian 1/(1 + x²), with x now the field offset in units of the half width, the derivative is −2x/(1 + x²)². Its extrema satisfy

(1 + x²) − 4x² = 0, hence x = ±1/√3.

They are 2/√3 apart, while the full width at half maximum is 2. The full width is thus √3 times the peak-to-peak width. If the 0.1 mT belongs to peak-to-peak widths, the error of α grows by the same factor, to 1.16 × 10⁻⁴.

**Errors that the statistics do not contain**

The formula assumes independent errors. An offset common to all widths moves the intercept and leaves the slope alone, because Σx_i = 0. An error that grows with frequency is more serious. Let the inhomogeneous width drift linearly by D across the band. The slope then changes by D/F and the damping by

δα = GD/(2F).

For D = 0.1 mT this is 7.0 × 10⁻⁵, slightly more than σ_α. The data still lie on a straight line, so the fit gives no warning, and repetition does not reduce the shift.

An error in g enters through α = Gb/2. An error of 0.01 in g = 2 changes α by 0.5 %, or 1.5 × 10⁻⁶, which is negligible here.

The waveguide that drives the film also damps it. Let the film have thickness d = 20 nm and length l = 1 mm, and let it lie on a conductor of equal width w = 100 μm. If no ground plane lies close beneath the strip, a current I spread evenly over its width produces a field of about H = I/(2w) just above it. The return current in a nearby ground plane would oppose this field and make the extra damping smaller. By reciprocity, a transverse magnetization M_y in the film volume wld sends through the line the flux

Φ = μ0(H/I)M_y wld = μ0M_y ld/2.

For precession with a small cone angle θ, M_y has amplitude Msθ, and the induced voltage has amplitude E = ωμ0Msθld/2. The line is matched with Z0 = 50 Ω at both ends, so the current is E/(2Z0) and the mean power lost is

P = E²/(4Z0) = ω²μ0²Ms²θ²l²d²/(16Z0).

For comparison, the energy of precession per volume is MsB_iθ²/2. Without a drive, the equation for m₊ gives a decay of θ as exp(−αωt) to leading order in α. The energy decays at twice this rate, and with B_i = ω/γ the Gilbert loss in the film is

P = αMsω²θ² wld/γ.

Equating the two powers gives the extra damping

α_rad = γμ0²Ms ld/(16Z0w) = 1.0 × 10⁻⁵.

This is about 3 % of α and adds to it in the measured slope. A separate calculation, in which the induced current acts back on the precession, gives 9.7 × 10⁻⁶. It places the film 1 μm above the strip and uses the field above the strip's centre for the whole film. Averaging the field over the film's width lowers the result by about 5 %, and a ground plane 100 μm below the strip would lower it further, to about 6.6 × 10⁻⁶. The derivation treats the film as short compared with the wavelength on the line. For a rough effective permittivity of 6, the length is 0.20 wavelengths at 25 GHz, so the result is an estimate of size there.

**The model beside a real film**

The assumed damping and magnetization are in the usual range for good thin garnet films, while W0 varies much from film to film. An error of 0.1 mT is coarse for such narrow lines, being a quarter of the model width at 5 GHz. Garnet is an insulator, so eddy currents in the film can be neglected. A constant W0 that simply adds to the damping width is an assumption that can fail. Addition holds for a Lorentzian spread of local resonance fields. With a Gaussian spread of 0.3 mT full width, the straight-line fit would give α = 2.2 × 10⁻⁴ instead of 3 × 10⁻⁴, although the widths would stray from the line by less than 0.01 mT. Nor need the spread be the same at all frequencies. Defects can scatter the uniform precession into spin waves, and this two-magnon scattering adds a width that depends on frequency. Magnetizing the film along its normal is meant to suppress it, but its size has not been calculated here. Each 0.1 mT of linear drift that remains across the band, from whatever cause, moves α by 7.0 × 10⁻⁵. The statistical uncertainty should therefore be quoted together with a limit on such a drift.

Computed values

```
g factor: 2.00
G = g mu_B/h: 27.992 GHz/T
model alpha: 3.0e-04; model W0: 0.30 mT
mu0 Ms: 180 mT; error per width s: 0.10 mT
resonance field, 5 GHz: 359 mT
resonance field, 25 GHz: 1073 mT
Gilbert width at 15 GHz, formula: 0.32151 mT
  from equation of motion, normal: 0.32151 mT
  from equation of motion, in-plane: 0.32151 mT
f (GHz), model width (mT), simulated width (mT):
     5  0.407  0.611
     7  0.450  0.194
     9  0.493  0.535
    11  0.536  0.479
    13  0.579  0.533
    15  0.622  0.600
    17  0.664  0.462
    19  0.707  0.684
    21  0.750  0.664
    23  0.793  1.125
    25  0.836  0.858
fit of this set: slope 0.02584 mT/GHz
fit of this set: W0 0.226 mT
fit of this set: alpha 3.62e-04
mean f: 15.0 GHz; span: 20.0 GHz
S: 440.0 GHz^2; sqrt(S): 20.976 GHz
sum of f^2: 2915.0 GHz^2
slope uncertainty: 0.00477 mT/GHz
W0 uncertainty: 0.0776 mT
rough estimate G s/(2 span): 7.00e-05
root factor for 11 points: 0.9535
sigma_alpha, formula: 6.672e-05
sigma_alpha, 200000 simulated fits: 6.672e-05
share within 1 sigma: 68.2 %
share within 1.96 sigma: 95.0 %
95 % half-interval: 1.31e-04
sigma_alpha/alpha: 22.2 %
s needed for 5 % of alpha: 0.0225 mT
sigma_alpha with W0 known: 2.59e-05
bias if W0 is forced to zero: 2.38e-04
full/peak-to-peak width ratio: 1.7321
sigma_alpha if s is peak-to-peak: 1.16e-04
W0 drift 0.1 mT over band, alpha shift: 7.00e-05
g error 0.01, alpha shift: 1.5e-06
film thickness: 20 nm; length: 1.0 mm
conductor width: 100 um; Z0: 50 ohm
alpha_rad, power balance: 9.95e-06
alpha_rad, circuit feedback: 9.69e-06
effective permittivity of line (rough): 6
length/wavelength at 25 GHz: 0.20
```
